# Why weakly coupled nonradiative defect transitions obey an energy-gap law

**What dimensions decide**

A carrier captured at a defect, or an excited defect returning to its ground state, may have to dispose of an electronic energy $E$ without emitting light. Let one lattice mode of angular frequency $\omega$ take that energy, and let a constant matrix element $V$ mix the two electronic states. To lowest order in $V$ the rate is proportional to $|V|^2$. The mass of the mode and the shift $Q_0$ of its equilibrium position between the two states can enter only through a dimensionless number, the Huang–Rhys factor

$$S=\frac{M\omega Q_0^2}{2\hbar}.$$

From $V$, $\hbar$ and $\hbar\omega$ there is one way to form a rate quadratic in $V$. At zero temperature, therefore,

$$W=\frac{|V|^2}{\hbar\,(\hbar\omega)}\,\Phi(p,S),\qquad p=\frac{E}{\hbar\omega}.$$

The gap enters only as the number $p$ of phonons needed to bridge it. The energy-gap law is a statement about how $\Phi$ decays with $p$ when $p\gg S$. This inequality is what weak coupling means here; $S$ itself need not be below one.

**The model and its Franck–Condon factors**

Both electronic states have harmonic lattice potentials of equal frequency. With $x=Q\sqrt{M\omega/\hbar}$, the final minimum is at $x=0$ and the initial one at $x=d=\sqrt{2S}$. The zero-point energies are equal, so $E$ is the difference between the two lowest vibronic levels. The golden rule gives

$$W=\frac{2\pi}{\hbar}|V|^2\sum_m|\langle m|\tilde0\rangle|^2\,\delta(E-m\hbar\omega),$$

where $|\tilde0\rangle$ is the initial vibrational ground state and $|m\rangle$ are the final levels. It requires small $V$ and a final vibration that relaxes before the transition can reverse. A single undamped mode offers no continuum, so I average over a gap interval of one level spacing. It contains one delta function, and

$$W=\frac{2\pi|V|^2}{\hbar\,\hbar\omega}F_p,\qquad F_p=|\langle p|\tilde0\rangle|^2 .$$

Thus $\Phi=2\pi F_p$. A band of phonons, treated below, removes the need for this average.

The lowering operator of the final oscillator is $a=(x+d/dx)/\sqrt2$, where $d/dx$ is the derivative. Acting on $\tilde\chi_0\propto e^{-(x-d)^2/2}$, the derivative gives $-(x-d)\tilde\chi_0$. Hence $a\tilde\chi_0=(d/\sqrt2)\tilde\chi_0=\sqrt S\,\tilde\chi_0$. Project this equation on $\langle m|$ and write $c_m=\langle m|\tilde0\rangle$:

$$\sqrt{m+1}\,c_{m+1}=\sqrt S\,c_m
\quad\Rightarrow\quad c_m=\frac{S^{m/2}}{\sqrt{m!}}\,c_0 .$$

Normalization, $c_0^2\sum_mS^m/m!=1$, fixes $c_0^2=e^{-S}$, so

$$F_p=e^{-S}\frac{S^p}{p!},\qquad \frac{F_{p+1}}{F_p}=\frac{S}{p+1}.$$

The ratio contains the explanation. Widening the gap by one phonon multiplies the rate by a small number, and that number changes slowly with $p$. Repeated multiplication by a nearly constant factor is nearly exponential decay.

**The asymptotic law and its slope**

Stirling's formula, $p!\approx\sqrt{2\pi p}\,p^pe^{-p}$, gives

$$F_p\approx\frac{1}{\sqrt{2\pi p}}\exp\left\{-S-p\left[\ln\frac pS-1\right]\right\}.$$

The bracket is not the local decay constant, because it varies with $p$. Differentiating $p[\ln(p/S)-1]$ gives $\ln(p/S)$. A centred difference of the original factorials does slightly better:

$$-\frac12\ln\frac{F_{p+1}}{F_{p-1}}=\frac12\ln\frac{p(p+1)}{S^2}\approx\ln\frac{p+\frac12}{S},$$

since $p(p+1)=(p+\frac12)^2-\frac14$. The bending of the law follows similarly. For integer $\delta$,

$$\ln\frac{F_{p+\delta}F_{p-\delta}}{F_p^2}=-\sum_{k=1}^{\delta}\ln\frac{p+k}{p-k+1}\approx-\sum_{k=1}^{\delta}\frac{2k-1}{p+\frac12}=-\frac{\delta^2}{p+\frac12}.$$

The approximation expands the logarithm about the midpoint $p+\frac12$ of numerator and denominator. Half of this sum is the departure from a straight line averaged over the two sides; it is somewhat larger toward smaller gaps. A single exponential therefore describes gaps within $\delta$ phonons of $p$ when $\delta^2\ll2p$.

Take round model parameters: $\hbar\omega=60$ meV, $S=0.5$ and $V=1$ meV. The prefactor $2\pi|V|^2/(\hbar\,\hbar\omega)$ is $1.591\times10^{11}\ \mathrm{s^{-1}}$. For a gap of 600 meV, $p=10$ and $F_{10}=1.632\times10^{-10}$, so

$$W=1.591\times10^{11}\times1.632\times10^{-10}\ \mathrm{s^{-1}}\approx26\ \mathrm{s^{-1}}.$$

At 240 meV the rate is $2.5\times10^8\ \mathrm{s^{-1}}$; at 720 meV it is $0.049\ \mathrm{s^{-1}}$. The slope at $p=10$, from overlaps integrated numerically, is 3.043 per phonon, against 3.045 from the formula. The bracket $\ln(p/S)-1$ is 1.996, too small by about one unit.

**Why the overlap is so small**

The initial wavefunction is a smooth Gaussian. The final one, with ten quanta, oscillates rapidly across it, and positive and negative contributions nearly cancel. For $p=10$ the overlap integral has magnitude $1.28\times10^{-5}$, while the integral of the absolute value of the same product is 0.46. The two functions occupy the same region, but their momenta do not match there. Near the Gaussian the final oscillator has a local momentum of about $\sqrt{2p}\approx4.5$ in the units conjugate to $x$, far outside the Gaussian's momentum spread of $1/\sqrt2\approx0.7$.

The surviving remainder can be read as tunnelling. Measure energy in units of $\hbar\omega$, drop zero-point terms, and set the total energy to $p$. The decay constants on the two surfaces are

$$\kappa_i=|x-d|,\qquad \kappa_f=\sqrt{x^2-2p}.$$

Split the oscillating final function into two running waves. Continued past the turning point $x_t=\sqrt{2p}$, each grows as $\exp(+\int_{x_t}^{x}\kappa_f\,dx')$; the growing parts cancel in their sum. With only these exponents kept, the product of either wave with the Gaussian is stationary where $\kappa_i=\kappa_f$, which is where the potentials cross:

$$\frac{x_c^2}{2}=\frac{(x_c-d)^2}{2}+p\quad\Rightarrow\quad x_c=\frac{p+S}{\sqrt{2S}} .$$

Along the real axis the product has a minimum there, because the second derivative of its exponent, $-1+x/\sqrt{x^2-2p}$, is positive. Across the axis it has a maximum, so $x_c$ is a saddle point through which the integration path can be taken. The size of the overlap is $e^{-(A_i-A_f)}$ apart from prefactors. Using $x_c-d=(p-S)/\sqrt{2S}$,

$$A_i=\int_d^{x_c}(x-d)\,dx=\frac{(p-S)^2}{4S}.$$

For the other action, $\sqrt{x_c^2-2p}=(p-S)/\sqrt{2S}$, and the elementary integral is

$$A_f=\frac12\left[x_c\sqrt{x_c^2-2p}-2p\ln\frac{x_c+\sqrt{x_c^2-2p}}{\sqrt{2p}}\right]
=\frac{p^2-S^2}{4S}-\frac p2\ln\frac pS .$$

The logarithm simplifies because $x_c+\sqrt{x_c^2-2p}=2p/\sqrt{2S}$. Subtract the actions and double the result, since the rate contains the squared overlap:

$$2(A_i-A_f)=p\ln\frac pS-p+S .$$

This is the Stirling exponent. The lattice tunnels outward on the initial surface and returns on the final one.

The crossing lies $\hbar\omega(p-S)^2/4S$ above the initial minimum, which is 2707.5 meV for $p=10$. A classical lattice would have to climb that height. As $p$ approaches $S$ from above, the height vanishes and the condition $p\gg S$ fails: the gap law has then lost its basis.

**A coupling that depends on the coordinate**

Suppose that the electronic matrix element is proportional to the displacement from the initial minimum, $q=a+a^\dagger-2\sqrt S$. The last term is there because $a+a^\dagger=\sqrt2\,x$ and $\sqrt2\,d=2\sqrt S$. From the recurrence for $c_m$, $\sqrt p\,c_{p-1}=(p/\sqrt S)c_p$, so

$$\langle p|q|\tilde0\rangle=\sqrt S\,c_p+\frac{p}{\sqrt S}c_p-2\sqrt S\,c_p=\frac{p-S}{\sqrt S}\,c_p .$$

The factor $F_p$ is replaced by $F_p(p-S)^2/S$. For $p=10$ this multiplies it by 180.5, so the prefactor matters greatly for an absolute rate. The decay constant, however, falls only by $2/(p-S)=0.21$, out of about 3.04. The logarithm survives.

**Temperature**

Let the initial oscillator be thermal with mean occupation $n=1/(e^{\hbar\omega/k_BT}-1)$. The distribution of the net number of phonons gained follows from its characteristic function

$$C(\theta)=\langle e^{-i\theta N_i}e^{i\theta N_f}\rangle,$$

where $N_i=b^\dagger b$ and $a=b+\sqrt S$. Define $D(\alpha)=e^{\alpha b^\dagger-\alpha^*b}$, which shifts $b$ by $\alpha$. Then $N_f=D^\dagger(\sqrt S)N_iD(\sqrt S)$. Because $e^{-i\theta N_i}b\,e^{i\theta N_i}=b\,e^{i\theta}$,

$$C(\theta)=\langle D(-\sqrt S\,e^{-i\theta})D(\sqrt S)\rangle
=e^{iS\sin\theta}\langle D(\gamma)\rangle,\quad \gamma=\sqrt S(1-e^{-i\theta}).$$

The phase comes from $D(\alpha)D(\beta)=e^{(\alpha\beta^*-\alpha^*\beta)/2}D(\alpha+\beta)$. Linear combinations of position and momentum are Gaussian in a thermal harmonic state, so $\langle D(\gamma)\rangle=e^{-|\gamma|^2(n+1/2)}$. With $|\gamma|^2=2S(1-\cos\theta)$,

$$\ln C=S(n+1)(e^{i\theta}-1)+Sn(e^{-i\theta}-1).$$

These are two independent Poisson processes: emission with mean $S(n+1)$ and absorption with mean $Sn$. Summing over $k$ absorbed and $p+k$ emitted phonons gives

$$F_p(T)=e^{-S(2n+1)}\sum_{k=0}^{\infty}\frac{[S(n+1)]^{p+k}(Sn)^k}{(p+k)!\,k!}.$$

The $k=1$ term relative to $k=0$ is $S^2n(n+1)/(p+1)$. When this is small,

$$F_p(T)\approx e^{-S(2n+1)}\frac{[S(n+1)]^p}{p!}.$$

Stimulated emission strengthens each of the $p$ steps by $n+1$ and lowers the slope to about $\ln\{(p+\frac12)/[S(n+1)]\}$. For the 600 meV gap the rate rises by a factor 2.5 at 300 K and 28 at 600 K, relative to zero temperature.

Define an apparent activation energy $E_a=-d\ln F_p/d\beta$, with $\beta=1/k_BT$. Since $dn/d\beta=-\hbar\omega\,n(n+1)$,

$$E_a\approx\hbar\omega\,n(n+1)\left[\frac{p}{n+1}-2S\right]=n\hbar\omega\,[p-2S(n+1)].$$

This gives 58 meV at 300 K and 234 meV at 600 K; the full thermal sums give 58 and 236 meV. Both are far below the crossing height.

The classical barrier returns in another limit. Replace $i\theta$ by $u$ in $\ln C$ and expand to second order: $Su+S(2n+1)u^2/2$. The net phonon number is then Gaussian with mean $S$ and variance $S(2n+1)$, and the relevant $u$ is $(p-S)/[S(2n+1)]$. If it is small and $2n+1\approx2k_BT/\hbar\omega$, the exponent becomes

$$-\frac{(p-S)^2}{2S(2n+1)}\approx-\frac{(p-S)^2\hbar\omega}{4S\,k_BT},$$

which is the crossing height divided by $k_BT$. For the present numbers $u=19/(2n+1)$, so this limit needs $n\gg10$, or $k_BT\gg600$ meV. It is out of reach for this weakly coupled defect.

**Which phonons take a large gap**

A real lattice has many modes. Let mode $j$ have energy $\varepsilon_j$ and Huang–Rhys factor $S_j$. At zero temperature the modes are independent, and a set of quanta $\{n_j\}$ has probability $\prod_je^{-S_j}S_j^{n_j}/n_j!$. Let $F(E)$ now be the probability density for total phonon energy $E$, so that $W=(2\pi/\hbar)|V|^2F(E)$.

For any real $\lambda$, every set with $\sum_jn_j\varepsilon_j=E$ satisfies

$$\prod_j\frac{S_j^{n_j}}{n_j!}=e^{-\lambda E}\prod_j\frac{(S_je^{\lambda\varepsilon_j})^{n_j}}{n_j!}.$$

The right-hand product describes Poisson modes with enhanced means $S_je^{\lambda\varepsilon_j}$. Choose $\lambda$ so that their mean total energy is the required one:

$$E=\sum_j\varepsilon_jS_je^{\lambda\varepsilon_j}.$$

The rare event has become typical, and near its mean the enhanced distribution can be taken as Gaussian with variance $\sum_j\varepsilon_j^2S_je^{\lambda\varepsilon_j}$. Restoring the normalizations gives

$$\ln F\approx\sum_jS_j(e^{\lambda\varepsilon_j}-1)-\lambda E-\frac12\ln\left(2\pi\sum_j\varepsilon_j^2S_je^{\lambda\varepsilon_j}\right).$$

In the first two terms the contributions from $d\lambda/dE$ cancel by the choice of $\lambda$, so the leading slope is $d\ln F/dE=-\lambda$. As the gap grows, so does $\lambda$, and the weight $e^{\lambda\varepsilon_j}$ favours the highest-energy modes that couple at all. If an upper band of mean energy $\varepsilon_u$ and total coupling $S_u$ dominates,

$$\lambda\approx\frac1{\varepsilon_u}\ln\frac{E}{\varepsilon_uS_u},$$

which is the one-mode law with the upper band as the accepting mode.

Consider a lower band centred at 20 meV with $S=0.4$ and an upper band centred at 60 meV with $S=0.1$, each 20 meV wide at its base, with the coupling spread as a parabola, $1-[(\varepsilon-\varepsilon_0)/10\ \text{meV}]^2$ about the centre $\varepsilon_0$, over modes 1 meV apart. The numbers below belong to this profile; another band shape changes them, though not the contrast between the bands. The relaxation energy is $20\times0.4+60\times0.1=14$ meV, of which the upper band holds 43 %. For a 600 meV gap it takes on average 93 % of the energy. Direct convolution of the mode distributions gives a slope of 0.0750 per meV, averaged between gaps of 540 and 660 meV to smooth out a residual phonon ripple, against $\lambda=0.0743$ per meV. The leading slope $\lambda$ leaves out the square-root prefactor. With the upper band dominant the variance is about $\varepsilon_uE$, so the prefactor adds about $1/(2E)=0.0008$ per meV, the same order as the difference of 0.0007 per meV. The comparison goes no further than that, because the residual ripple shifts the difference by several $10^{-4}$ per meV when the averaging window is moved or resized.

Removing each band in turn tests the cause. Without the lower band, $F(600\ \text{meV})$ falls to 0.22 of its full value. Without the upper band it falls to $2\times10^{-24}$ of that value, although most of the Huang–Rhys factor remains. The fraction 0.22 is particular to this gap: within 40 meV of it the value ranges from below 0.1 to above 0.3, because the upper band alone gives a strongly rippled density. The contrast between the two bands is far larger than this variation.

**Where the explanation stops**

The model omits frequency changes, mode mixing and anharmonicity, and it takes $V$ as given. Because the rate multiplies many small factors, modest errors in them accumulate: at $p=10$, raising $S$ by 10 % multiplies $S^p$ by $1.1^{10}\approx2.6$. The omitted effects can matter more still. At a gap of ten phonons, a change of a few per cent in the final frequency can alter the rate by orders of magnitude, and both frequency changes and anharmonicity can alter the slope as well. The logarithmic slope derived here therefore belongs to harmonic modes of equal frequency; for a real defect it is a starting point, not a prediction of absolute rates.

## Numbers as computed

```
Phonon energy 60 meV, S = 0.5, V = 1 meV
Rate for F = 1: 1.5910e+11 s^-1
p, gap (meV), F by quadrature, F by Stirling, W (s^-1)
 4   240 1.5795e-03 1.6127e-03 2.513e+08
 6   360 1.3163e-05 1.3346e-05 2.094e+06
 8   480 5.8761e-08 5.9376e-08 9.349e+03
10   600 1.6323e-10 1.6459e-10 2.597e+01
12   720 3.0914e-13 3.1129e-13 4.918e-02
p = 10: F_11/F_10 = 0.04545
Slope per phonon: quadrature 3.0434, law 3.0445
ln(p/S) - 1 = 1.9957 (not the slope)
Curvature sum, delta = 2: 0.3830, law 0.3810
Overlap integral, p = 10: 1.2776e-05
Same integral of absolute value: 0.4595
Tunnelling exponent: integral 20.45732, law 20.45732
Crossing above initial minimum: 2707.5 meV
Linear-coupling factor, p = 10: 180.50
T (K), n, F(T), F(T)/F(0), weak-coupling F, E_act, E_act law (meV)
300 0.1089 4.1259e-10 2.528 4.1146e-10 58.3 58.1
600 0.4563 4.5058e-09 27.605 4.4383e-09 235.7 233.9
Bands: 20 meV with S = 0.4; 60 meV with S = 0.1
Relaxation energy 14.00 meV, upper share 0.4286
E (meV), ln F direct, ln F saddle (F in 1/meV)
  then slope direct, lam, upper-band estimate (1/meV)
  then upper-band share of E: direct, saddle
400 -25.863 -25.831
  0.06812 0.06739 0.07000
  0.9054 0.9142
600 -40.310 -40.259
  0.07501 0.07430 0.07675
  0.9278 0.9333
900 -63.864 -63.851
  0.08159 0.08112 0.08351
  0.9466 0.9482
F(600 meV) without upper band / full: 1.807e-24
F(600 meV) without lower band / full: 0.2244
Band-model rate at 600 meV: 2.976e-05 s^-1
```
